# Vibrational Density of States from the Mass-Weighted Velocity Autocorrelation, part 2

The aim is to find the vibrational density of states, which has one peak of unit area per mode, from the velocities of a molecular dynamics run. The nuclei are classical and stay near an energy minimum, where the potential energy $V$ is quadratic in the displacements $x_i$, with matrix of second derivatives $K$. There are $N$ Cartesian coordinates, with masses $m_i$ and velocities $v_i=\dot x_i$, and so $N$ modes. Mode $k$ has angular frequency $\omega_k\ge0$, coordinate $q_k$ and a real eigenvector with components $e_{ik}$, where

$$\sum_ie_{ik}e_{il}=\delta_{kl},\qquad \sum_ke_{ik}e_{jk}=\delta_{ij},\qquad \sqrt{m_j}\,v_j=\sum_ke_{jk}\dot q_k .$$

The total energy is

$$H=\sum_k\left(\frac12\dot q_k^2+\frac12\omega_k^2q_k^2\right).$$

Angle brackets denote an average over starts from the canonical ensemble at temperature $T$, with probability density proportional to $e^{-H/k_{\mathrm B}T}$, where $k_{\mathrm B}$ is the Boltzmann constant. Different modes are then independent, and $\langle\dot q_k^2\rangle=k_{\mathrm B}T$. The mass-weighted velocity autocorrelation function is

$$C(t)=\sum_im_i\langle v_i(0)v_i(t)\rangle=k_{\mathrm B}T\sum_k\cos\omega_kt ,$$

so $C(0)=Nk_{\mathrm B}T$. With the window $w(t)=e^{-\sigma^2t^2/2}$, its transform gives the broadened density of states

$$g_\sigma(\omega)=\frac{1}{\pi k_{\mathrm B}T}\int_{-\infty}^{\infty}w(t)C(t)e^{-i\omega t}dt=\sum_k\left[G_\sigma(\omega-\omega_k)+G_\sigma(\omega+\omega_k)\right],$$

where $G_\sigma$ is a Gaussian of unit area and standard deviation $\sigma$. The sharp density of states $g$ is the limit $\sigma\to0$. For every $\sigma$,

$$\int_0^\infty g_\sigma(\omega)\,d\omega=N .$$

A zero-frequency mode is included: it gives $2G_\sigma(\omega)$, half of whose area lies at $\omega\ge0$.

The question now is whether someone who does not trust the temperature can normalize with $C(0)$ instead.

**A.** Yes. Since $C(0)=Nk_{\mathrm B}T$, replace $1/k_{\mathrm B}T$ by $N/C(0)$. But then the total area is $N$ whatever the data. To see this, let $C$ be any even correlation function with a well-behaved windowed transform. Integrating that transform over all $\omega$ returns $2\pi$ times the value at $t=0$, which is $2\pi w(0)C(0)=2\pi C(0)$. With the prefactor $N/[\pi C(0)]$ this is $2N$, and half of it lies at $\omega\ge0$. A correct total therefore does not show that the single peaks are right, or that the motion is harmonic.

**Q.** Then show me single peaks, in a case small enough to check by hand.

**A.** Take three atoms on a line, moving along it, with masses $10$, $20$ and $30$ u. A spring $k_1=30$ eV/Å$^2$ joins the first two and $k_2=50$ eV/Å$^2$ joins the last two. The chain is free to slide, so $N=3$ with one zero-frequency mode. Let $s_1=x_2-x_1$ and $s_2=x_3-x_2$ be the bond stretches. The forces give

$$m_1\ddot x_1=k_1s_1,\qquad m_2\ddot x_2=-k_1s_1+k_2s_2,\qquad m_3\ddot x_3=-k_2s_2 .$$

Subtracting accelerations,

$$\ddot s_1=-a\,s_1+\frac{k_2}{m_2}s_2,\qquad \ddot s_2=\frac{k_1}{m_2}s_1-b\,s_2,$$

with $a=k_1(1/m_1+1/m_2)$ and $b=k_2(1/m_2+1/m_3)$. If both stretches oscillate as $\cos\omega t$, then $\ddot s=-\lambda s$ with $\lambda=\omega^2$, and a nonzero solution requires

$$(a-\lambda)(b-\lambda)-\frac{k_1k_2}{m_2^2}=0 .$$

So the two values of $\lambda$ have the sum $a+b$ and the product

$$ab-\frac{k_1k_2}{m_2^2}=k_1k_2\left(\frac1{m_1m_2}+\frac1{m_1m_3}+\frac1{m_2m_3}\right)=k_1k_2\frac{m_1+m_2+m_3}{m_1m_2m_3}.$$

**Q.** And the numbers?

**A.** With masses in u, $a=30(0.1+0.05)=4.5$ and $b=50(0.05+0.0333)=4.167$, so the sum is $8.667$. The product is $1500\times60/6000=15$. One u is $103.64$ eV fs$^2$/Å$^2$, which turns the sum into $0.08362$ fs$^{-2}$ and the product into $1.3964\times10^{-3}$ fs$^{-4}$. The quadratic formula gives

$$\lambda=\frac{0.08362\pm\sqrt{0.08362^2-4\times1.3964\times10^{-3}}}{2},$$

or $0.023057$ and $0.060564$ fs$^{-2}$. The square roots are $\omega=0.15185$ and $0.24610$ rad/fs. In atomic units $\hbar=1$ and frequency and energy are the same number. Here we multiply by $\hbar=0.6582$ eV fs and obtain $\hbar\omega=0.100$ and $0.162$ eV, or $806.1$ and $1306.5$ cm$^{-1}$.

**Q.** That used the force constants. The claim was about velocities.

**A.** So compute the velocities separately. The numerical check integrates Newton's equations for the three atoms, with $k_{\mathrm B}T=0.03$ eV, and never uses the modes to generate the motion. A thermal start is easy to build because $V=\tfrac12k_1s_1^2+\tfrac12k_2s_2^2$. The stretches are independent Gaussians with variances $k_{\mathrm B}T/k_1$ and $k_{\mathrm B}T/k_2$, and each atomic velocity is a Gaussian with variance $k_{\mathrm B}T/m_i$.

**Q.** How many random starts does a clean average take?

**A.** For this linear system none need be random. There are five Gaussian variables. Write each as its standard deviation times a variable $z_a$ of unit variance. Linear forces make $v_i(t)$ a linear function of the $z_a$, so $v_i(0)v_i(t)$ is a sum of terms $z_az_b$ with fixed coefficients. Its average needs nothing but $\langle z_az_b\rangle=\delta_{ab}$. If every $z_a$ takes the values $+1$ and $-1$ in all $2^5=32$ combinations, the averages of $z_az_b$ are the same. Thus 32 trajectories give the canonical average, apart from the error of the time step. A random sample of 20000 starts, followed for 20 fs, differed from them by at most $0.015$ in $C/k_{\mathrm B}T$.

**Q.** Does the result look like three cosines?

**A.** At $t=10$ fs the formula predicts

$$\frac{C}{k_{\mathrm B}T}=1+\cos(1.5185)+\cos(2.4610)=1+0.052-0.777=0.275 ,$$

and the trajectories give $0.275$. The leading $1$ is the sliding motion, which never loses its memory. At $t=0$ both values are $3$, one for each mode.

**Q.** Now the transform. How long must the trajectories be?

**A.** Long enough for the window to fade. I choose Gaussians with a standard deviation of $0.004$ eV, so $\sigma=0.004/0.6582=0.00608$ fs$^{-1}$. After 1000 fs, $\sigma t=6.08$ and the window has dropped to $e^{-18.5}$, about $10^{-8}$. Narrower peaks require longer runs in inverse proportion. Two modes whose separation is less than twice the standard deviation of their Gaussians show a single maximum, though its area still counts both.

As $C$ is even, the integral over all times is twice that over positive times:

$$g_\sigma(\omega)=\frac{2}{\pi k_{\mathrm B}T}\int_0^\infty w(t)C(t)\cos(\omega t)\,dt .$$

To plot against the energy $E=\hbar\omega$ in eV, divide by $\hbar$, because $g(E)\,dE$ must equal $g(\omega)\,d\omega$.

**Q.** What comes out?

**A.** The two vibrational peaks are centred at $0.100$ and $0.162$ eV, within $2\times10^{-5}$ eV of the energies from diagonalization. The areas from $0$ to $0.05$, from $0.05$ to $0.13$ and from $0.13$ to $0.25$ eV are each $1.000$. The total is $3.000$, and it stays $3.000$ when the Gaussians are made twice as wide.

**Q.** My simulation removes the motion of the centre of mass. Do I still get three?

**A.** You get two. Let $M=\sum_im_i$, let $P=\sum_im_iv_i$ be the conserved total momentum, and subtract $P/M$ from every velocity. Then

$$\sum_im_i\Big(v_i(0)-\frac PM\Big)\Big(v_i(t)-\frac PM\Big)=\sum_im_iv_i(0)v_i(t)-\frac{P^2}{M},$$

since the two cross terms give $-2P^2/M$ and the last term gives $+P^2/M$. The sliding mode has $e_{i0}=\sqrt{m_i/M}$, so $\dot q_0=P/\sqrt M$ and the subtracted term is $\dot q_0^2$, with average $k_{\mathrm B}T$. The peak at zero disappears, and the computed areas become $0.000$, $1.000$ and $1.000$. If you normalize by $C(0)$, the number in front must then be $N-1$. In three dimensions three translations are removed, and for a periodic cell it is $N-3$. An isolated molecule must also have its rotation removed, and then it is $N-6$, or $N-5$ if the molecule is linear.

**Q.** Are the masses really needed? I could correlate the bare velocities and rescale the total to three.

**A.** The frequencies would survive, but not the areas. Use $v_i=\sum_ke_{ik}\dot q_k/\sqrt{m_i}$. Different modes are statistically independent, so in the average

$$\sum_i\langle v_i(0)v_i(t)\rangle=k_{\mathrm B}T\sum_k\Big(\sum_i\frac{e_{ik}^2}{m_i}\Big)\cos\omega_kt .$$

Modes that move light atoms are favoured. At $t=0$ the sum over $k$ of the brackets is $\sum_i1/m_i$, because $\sum_ke_{ik}^2=1$. After scaling the total to $N$, mode $k$ has the area

$$A_k=N\,\frac{\sum_ie_{ik}^2/m_i}{\sum_i1/m_i}.$$

For the lower vibration the squared components are $0.5739$, $0.0475$ and $0.3786$, so

$$A_1=3\times\frac{0.05739+0.00238+0.01262}{0.1+0.05+0.03333}=3\times\frac{0.07239}{0.18333}=1.18 .$$

The trajectories without masses give $0.818$, $1.184$ and $0.997$, as the formula does. The last is close to one for these parameters, but the first two are plainly wrong as mode counts. If all masses are equal, every $A_k$ is one and the weighting makes no difference.

**Q.** One more doubt. You averaged over many thermal starts. I have one long trajectory at constant energy. Surely a time average does the same job?

**A.** Not for a harmonic system. Write one vibration as $\dot q_k(t)=B_k\cos(\omega_kt+\phi_k)$. Its energy, read off when all of it is kinetic, is $E_k=B_k^2/2$. For a time origin $t_0$, the product of cosines gives

$$\dot q_k(t_0)\dot q_k(t_0+t)=\frac{B_k^2}{2}\left[\cos\omega_kt+\cos(2\omega_kt_0+\omega_kt+2\phi_k)\right].$$

Averaged over a long stretch of $t_0$, the second term goes to zero and $E_k\cos\omega_kt$ remains. The peak therefore has the area $E_k/k_{\mathrm B}T$. For the zero-frequency mode the product is constant, and the area is $\dot q_0^2/k_{\mathrm B}T$. The modes do not exchange energy, so no length of run will repair unequal areas. This holds for strictly harmonic motion. Anharmonic forces let the modes exchange energy, and if they are strong enough one long run can even out the areas. In a large system, a band holding $n$ modes also averages over their energies, so one thermal start gives its area with a relative error of order $1/\sqrt n$.

**Q.** How bad can it be?

**A.** Start the chain with both bonds stretched and all three velocities positive, each by one standard deviation. This is one of the 32 starts. Then $\sqrt{m_i}\,v_i=\sqrt{k_{\mathrm B}T}$ for every atom, and the sliding mode, with squared components $0.1667$, $0.3333$ and $0.5000$, has

$$\frac{\dot q_0^2}{k_{\mathrm B}T}=(0.4082+0.5774+0.7071)^2=2.865 .$$

A run of 20000 fs gives the areas $2.865$, $1.063$ and $0.004$, in agreement with $\dot q_0^2/k_{\mathrm B}T$ for the sliding mode and $E_k/k_{\mathrm B}T$ for the two vibrations. The upper vibration is almost invisible, because this start gives it hardly any energy. Forcing the total of $3.933$ to be three would change the first area to $2.19$ and leave the last at $0.003$.

**Q.** What cures it?

**A.** An average over independent thermal starts, since $\langle E_k\rangle=k_{\mathrm B}T$. The kinetic half is $k_{\mathrm B}T/2$ from $\langle\dot q_k^2\rangle=k_{\mathrm B}T$, and the same Gaussian integral for $\omega_kq_k$ gives the other half. The starts may come from a thermostatted run, provided that it samples the canonical distribution, with the correlations then taken from constant-energy pieces.

**Q.** And when the atoms are not harmonic, or not classical?

**A.** For classical nuclei in any potential that depends on positions alone, the velocities keep their Gaussian distribution, so $C(0)=Nk_{\mathrm B}T$ and the total area is still $N$. What fails is the reading of the curve as a sum of fixed normal modes, because $C(t)$ need not be a sum of equal cosines. The transform is then a spectrum of the actual motion at that temperature.

For quantum nuclei the step $\langle\dot q_k^2\rangle=k_{\mathrm B}T$ is lost. In our chain the vibrational quanta $\hbar\omega_k$ of $0.100$ and $0.162$ eV are well above $k_{\mathrm B}T=0.03$ eV, so real nuclei with these parameters would not share energy in the classical way. On a harmonic energy surface the classical trajectories still count the frequencies correctly, since those depend on $K$ and the masses alone. On a real, anharmonic surface the classical peaks shift with temperature, and they need not coincide with the quantum transition energies, which feel the anharmonicity over the larger zero-point motion. They should not be taken as a picture of how much the nuclei move.

## Values computed for the example and the checks

```
Masses (u): 10.0 20.0 30.0
Springs k1, k2 (eV/angstrom^2): 30.0 50.0
Thermal energy kT (eV): 0.03
Mass unit 1 u (eV fs^2/angstrom^2): 103.6427
hbar (eV fs): 0.658212
Sum of nonzero omega^2 (fs^-2): 0.083621
Product of nonzero omega^2 (fs^-4): 1.396413e-03
Nonzero omega^2, hand formula (fs^-2): 0.023057 0.060564
Nonzero omega (rad/fs): 0.15185 0.24610
Mode 0: energy (eV) 0.00000; squared components 0.1667 0.3333 0.5000
Mode 1: energy (eV) 0.09995; squared components 0.5739 0.0475 0.3786
Mode 2: energy (eV) 0.16198; squared components 0.2595 0.6192 0.1214
Vibrations, diagonalization (cm^-1): 806.1 1306.5
Thermal trajectories: 32 ; time step (fs): 0.1 ; length (fs): 1000.0
C/kT at 0 fs, trajectories and cosine sum (no unit): 3.000 3.000
C/kT at 10 fs, trajectories and cosine sum (no unit): 0.275 0.275
C/kT at 20 fs, trajectories and cosine sum (no unit): 0.214 0.213
Random thermal sample, number of trajectories: 20000
Largest C/kT deviation of random sample, 0-20 fs: 0.015
Gaussian standard deviation in energy (eV): 0.004
Peak centres from trajectories (eV): 0.09995 0.16199
Largest spectrum deviation (1/eV): 0.062
Largest value of reference spectrum (1/eV): 199.47
Region borders for peak areas (eV): 0.00 0.05 0.13 0.25
Peak areas, mass-weighted (modes): 1.000 1.000 1.000
Total area (modes): 3.000
Total area with doubled width (modes): 3.000
Peak areas, total momentum removed (modes): 0.000 1.000 1.000
Peak areas without masses, trajectories (modes): 0.818 1.184 0.997
Peak areas without masses, formula (modes): 0.818 1.184 0.997
Single trajectory: length (fs): 20000.0 ; time step (fs): 0.2
Peak areas, single trajectory (modes): 2.865 1.063 0.004
Peak areas, from its mode energies (modes): 2.865 1.063 0.004
Total area, single trajectory (modes): 3.933
```
